\section*{Sputtering a Binary Oxide: Ejected Flux, Surface Composition and Bulk Ratio, part 2}

An ion beam erodes an oxide of a metal M and oxygen O. What are the steady compositions of the ejected atoms and of the surface, and what does a measured surface say about the bulk?

The bulk has atomic fractions $c_M,c_O$ and $n$ atoms per volume. It recedes at speed $v$ under an ion flux $J$ (ions per area and time). $X_i(u)$ is the atomic fraction of $i$ at depth $u$ below the surface, and $x_i$ is its escape-weighted mean. The partial yield $Y_i=y_ix_i$ counts atoms of $i$ ejected per ion, $y_i$ is the component yield, and $Y=Y_M+Y_O$. Without outside supply of M or O or return of ejected atoms, the steady state has $JY_i=nvc_i$, $JY=nv$ and
\begin{equation}
\frac{Y_O}{Y_M}=\frac{c_O}{c_M},
\qquad
\frac{x_O}{x_M}=\frac{c_O}{c_M}\,\frac{y_M}{y_O}.
\label{eq:result}
\end{equation}
A fresh surface has $x_i=c_i$ and ejects
\begin{equation}
\left.\frac{Y_O}{Y_M}\right|_{\rm fresh}
=\frac{c_O}{c_M}\,\frac{y_O}{y_M},
\label{eq:fresh}
\end{equation}
With $R_b=c_O/c_M$ and steady $R_s=x_O/x_M$,
\begin{equation}
R_b=R_s\,\frac{y_O}{y_M}.
\label{eq:inverse}
\end{equation}
A standard of known $R_b$, sputtered under the same conditions, supplies the yield ratio.

A well-mixed altered layer of $N=nL$ atoms per area, equivalent to a thickness $L$ of bulk oxide, becomes steady with the fluence constant $N/q$ (ions per area), where $q=c_Oy_M+c_My_O$. After this transient, a deposit collected from the first ion has the relative metal deficit $\delta$ at the removed depth
\begin{equation}
d=\frac{L}{\delta}\,\frac{x_M-c_M}{c_M}
=\frac{L}{\delta}\,\frac{c_O(y_O-y_M)}{q}.
\label{eq:depth}
\end{equation}

Two numerical models were run with $c_M=1/3$, $c_O=2/3$, $y_M=1.2$ and $y_O=1.5$. The random model removes atoms at random from a mixed pool and refills it in bulk proportion. The layer model has thirty layers that exchange atoms with their neighbours and are resupplied from below; three quarters of the escape weight lies in the first layer and one quarter in the second.

\subsection*{Oxygen from the gas, retained ions and diffusion}

Suppose that the surface takes up $g$ oxygen atoms from the gas per incident ion. In the steady state they must leave again, together with those from the bulk:
\begin{equation}
Y_O=\frac{nv}{J}c_O+g,\qquad Y_M=\frac{nv}{J}c_M .
\label{eq:gasbalance}
\end{equation}
The second equation gives $nv/J=Y_M/c_M$. Inserted into the first, it yields $Y_O=R_bY_M+g$, or in component yields
\begin{equation}
y_Ox_O=R_b\,y_Mx_M+g .
\label{eq:gascomponent}
\end{equation}
Divide by $x_M$. Since $x_M+x_O=1$, one has $1/x_M=1+R_s$, and therefore
\begin{equation}
y_OR_s=R_b\,y_M+g\,(1+R_s)
\quad\Longrightarrow\quad
R_s=\frac{R_b\,y_M+g}{y_O-g}.
\label{eq:gasratio}
\end{equation}
The formula applies for $g<y_O$ and as long as the surface still recedes. Both parts of \eqref{eq:result} now fail: the ejected flux is richer in oxygen than the bulk, and the surface is less reduced than without gas. For $y_O>y_M$ there is an uptake $g_h$ at which the surface has the bulk composition. Setting $R_s=R_b$ in \eqref{eq:gasratio} gives $R_b(y_O-g_h)=R_by_M+g_h$, so that
\begin{equation}
g_h=\frac{R_b}{1+R_b}\,(y_O-y_M)=c_O\,(y_O-y_M).
\label{eq:hide}
\end{equation}
The last step uses $R_b/(1+R_b)=c_O/(c_M+c_O)=c_O$. A stoichiometric sputtered surface is thus no proof of equal component yields.

Retained argon is different, because it adds neither M nor O. The balances $JY_i=nvc_i$ for the two elements keep their form, so the ejected ratio is unchanged. The surface ratio is unchanged too if argon leaves $y_M/y_O$ as it was, although $x_M+x_O$ is now less than one. In the layer model with fixed $y_M$ and $y_O$, half an argon atom was retained per ion and argon was given a component yield of 10. The steady argon fraction was $0.5/10=0.05$, and the surface ratio O/M remained 1.60000.

Diffusion changes the depth of the altered zone. Consider exchange of M and O with a constant coefficient $D$ at constant atomic density. Seen from the surface, the solid moves upward at speed $v$ and carries M with it. Diffusion adds an upward flux if $X_M$ increases with depth $u$. Below the escape region the total upward flux must equal the supply from the bulk:
\begin{equation}
n v X_M+nD\frac{dX_M}{du}=n v c_M .
\label{eq:diffusion}
\end{equation}
Dividing by $nD$ and collecting terms gives $d(X_M-c_M)/du=-(v/D)(X_M-c_M)$, with the solution
\begin{equation}
X_M(u)-c_M=\left[X_M(0)-c_M\right]e^{-vu/D}.
\label{eq:tail}
\end{equation}
The altered depth is $D/v$. Both ratios survive, provided that the solid is thick compared with $D/v$ and the longer transient has ended. In a layer model with uniform exchange, the predicted $D/v$ was 14.44 layers and the observed decay depth was 14.94 layers. The difference comes from the finite layers and from the rule that each layer is resupplied with the composition of the layer below it. If $\epsilon=v/D$ per layer, this discrete form of \eqref{eq:diffusion} reduces the deviation by the factor $1/(1+\epsilon)$ from one layer to the next. The decay depth is then $1/\ln(1+\epsilon)\approx1/\epsilon+1/2$, half a layer more than the continuum value.

\subsection*{Ceria under argon ions}

Ceria, CeO$_2$, suits the problem because cerium can take the charge state $3+$ when oxygen is lost, so that the altered surface has a chemical signature. Take argon ions of about 1 keV at $10\ \mu$A/cm$^2$ and 300 K. The component yields 1.2 for Ce and 1.5 for O, and the altered thickness $L=1.5$ nm, are round model values of roughly typical size. They are not measurements on ceria.

With $R_b=2$, equation \eqref{eq:fresh} gives an ejected ratio O/Ce of $2\times1.5/1.2=2.5$ for the fresh surface. In the steady state,
\begin{equation}
R_s=2\times\frac{1.2}{1.5}=1.60,
\qquad
q=\tfrac23(1.2)+\tfrac13(1.5)=1.30 .
\label{eq:exratio}
\end{equation}
The total yield is $Y=1.2\times1.5/1.30=1.385$ atoms per ion. The surface fraction of cerium is $1/(1+1.60)=0.385$. The partial yields are $1.2\times0.385=0.462$ for Ce and $1.5\times0.615=0.923$ for O, in the ratio 2.

Let $f$ be the share of cerium present as Ce$^{3+}$, the rest being Ce$^{4+}$, with oxygen as O$^{2-}$. Charge neutrality per cerium atom requires
\begin{equation}
3f+4(1-f)=2R_s\quad\Longrightarrow\quad f=4-2R_s .
\label{eq:charge}
\end{equation}
The count applies for $1.5\le R_s\le2$, where $f$ lies between 0 and 1. For $R_s=1.60$ this gives $f=0.80$. A reduction of the O/Ce ratio by one fifth thus converts four fifths of the cerium, in this formal count.

The cubic cell of edge 0.541 nm holds 12 atoms, so $n=12/(0.541\ {\rm nm})^3=7.58\times10^{22}$ cm$^{-3}$. The current density divided by the elementary charge gives $J=6.24\times10^{13}$ ions cm$^{-2}$ s$^{-1}$. The erosion rate is
\begin{equation}
v=\frac{JY}{n}
=\frac{6.24\times10^{13}\times1.385}{7.58\times10^{22}}\ \frac{\rm cm}{\rm s}
=0.68\ \frac{\rm nm}{\rm min}.
\label{eq:exspeed}
\end{equation}
The layer holds $N=nL=1.14\times10^{16}$ atoms/cm$^2$. The fluence constant is $N/q=8.7\times10^{15}$ ions/cm$^2$, which the beam delivers in 140 s.

A complete deposit collected from the start needs more patience. For a cerium deficit of 1\% relative to the bulk fraction, \eqref{eq:depth} gives
\begin{equation}
d=\frac{1.5\ {\rm nm}}{0.01}\times\frac{\tfrac23\,(1.5-1.2)}{1.30}
=23\ {\rm nm}.
\label{eq:exdepth}
\end{equation}
The random model had a deficit of 1.00\% at this depth.

\subsection*{Effects that move the inferred ratio}

Photoelectron spectroscopy does not weight the solid as sputtering does. Let the electron signal from depth $u$ be attenuated by $e^{-u/\lambda}$, with the same rough value $\lambda=1.5$ nm for both elements and emission along the normal. The altered layer is given the atomic density of the bulk. The well-mixed layer then supplies the share
\begin{equation}
W=\frac1\lambda\int_0^L e^{-u/\lambda}\,du=1-e^{-L/\lambda}=0.632
\label{eq:share}
\end{equation}
of the signal, and unaltered oxide supplies the rest. The apparent cerium fraction is $0.632\times0.385+0.368\times0.333=0.366$, which corresponds to O/Ce $=1.73$ and, by \eqref{eq:charge}, to a Ce$^{3+}$ share of 0.53. If 1.73 is mistaken for $R_s$ in \eqref{eq:inverse} while the true yield ratio of 1.25 is used, the inferred bulk ratio is 2.17, about 8\% above the true value of 2. The last digits of these readings depend on the simplifications. If the layer keeps the cerium density of the bulk and only loses oxygen, as reduced ceria does, the reading is $0.632\times1.60+0.368\times2=1.75$ and the Ce$^{3+}$ share is $0.632\times0.80=0.51$. If $\lambda$ is 1.2 nm for Ce and 1.7 nm for O, the two density assumptions give readings of 1.72 and 1.77 and Ce$^{3+}$ shares of 0.59 and 0.57, and \eqref{eq:charge} no longer links the two readings. A standard of similar composition, measured with the same probe under the same conditions, removes most of this error, because its reading is shifted in nearly the same proportion. This requires that the altered layer be about equally thick in both. For a sample with O/Ce $=1.9$ and CeO$_2$ as standard, a sample layer of 1.0 or 2.0 nm instead of 1.5 nm leaves an error of $+3\%$ or $-2\%$.

A second error arises if yields of the fresh oxide are used for the altered one. As an illustration, let the oxygen yield fall as the surface is reduced:
\begin{equation}
y_O=1.5\left[1-0.5\left(\frac{x_M}{c_M}-1\right)\right].
\label{eq:falling}
\end{equation}
The layer model then settles at $y_O=1.415$ and $R_s=2\times1.2/1.415=1.70$. The law holds with the steady yield. Inserting the fresh value 1.5 instead gives a bulk ratio of $1.70\times1.5/1.2=2.12$, about 6\% too high. The slope 0.5 is an assumption, so this figure shows the sensitivity and is not a prediction for ceria.

Residual oxygen at pressure $P$ strikes the surface at the rate $P/\sqrt{2\pi m k_BT}$ molecules per area and time, where $m$ is the mass of O$_2$. At $10^{-9}$ Torr and 300 K, if each molecule sticks and brings two atoms, the uptake is $g=0.0115$ atoms per ion. Equation \eqref{eq:gasratio} gives
\begin{equation}
R_s=\frac{2\times1.2+0.0115}{1.5-0.0115}=1.62 ,
\label{eq:exgas}
\end{equation}
a change of about 1\%. The uptake that hides the reduction is $g_h=\frac23(1.5-1.2)=0.20$ atoms per ion. At the same current and temperature, and still with complete sticking, it corresponds to $1.7\times10^{-8}$ Torr. If a smaller but constant fraction of the molecules sticks, a proportionally higher pressure is needed. On ceria the uptake needs oxygen vacancies, which disappear as $R_s$ approaches 2, so the sticking is not constant. If it falls linearly from 1 at $R_s=1.6$ to 0 at $R_s=2$, the same pressure gives $R_s=1.79$, and 2 is approached only as the pressure grows further. At fixed pressure and sticking, a larger ion current reduces $g$ in inverse proportion.

Finally, the diffusion depth $D/v$ equals the assumed layer thickness for $D=vL=1.7\times10^{-16}$ cm$^2$/s. If the coefficient under bombardment is comparable to this value or larger, diffusion makes the altered zone markedly deeper than 1.5 nm, and the time constant of 140 s no longer applies. The depth of 23 nm changes as well: the tail \eqref{eq:tail} adds $D/v$ to $L$ in \eqref{eq:depth}, which doubles it to 46 nm for $D=vL$. Thermal motion alone can reach this threshold. The hopping estimate $D\approx a^2\nu\,e^{-E/k_BT}$ with $a=0.27$ nm and $\nu=10^{13}$ s$^{-1}$ equals it at 300 K for a barrier $E$ of about 0.8 eV, and barriers quoted for oxygen vacancies in ceria lie on both sides of this value. A thin altered layer at room temperature is therefore an assumption of this example. Oxygen in ceria moves through vacancies rather than by exchange with cerium, so \eqref{eq:tail} gives a scale for this material and not its detailed profile. The balance of atoms holds for either mechanism once the profile is steady.

Real ceria does lose oxygen preferentially under argon bombardment, and Ce$^{3+}$ appears at its surface. A total yield of the order of one atom per ion, an altered depth of one or a few nanometres and a current density of some microamperes per square centimetre are ordinary for depth profiling with argon ions near 1 keV. The surface ratio of 1.60 and the Ce$^{3+}$ share of 0.80 nevertheless follow from the chosen yields and are not observed values. With the values chosen here, a probe that also sees unaltered oxide shifts the O/Ce reading from 1.60 to 1.73, the falling oxygen yield shifts the surface ratio to 1.70, and residual oxygen at $10^{-9}$ Torr shifts it to 1.62. This order depends on the chosen values: at $1.7\times10^{-8}$ Torr and complete sticking, the gas alone would bring the surface ratio to 2, a limit that uptake at vacancies approaches but does not reach. Roughness and redeposition are left out and were not sized. The numerical output that follows gives the quantities of this example with their units.

\section*{Table of computed values}
\begin{verbatim}
Bulk O/Ce: 2.000
Component yields Ce, O: 1.20, 1.50 atoms/ion
Fresh-surface ejected O/Ce: 2.500
Steady surface O/Ce: 1.600
Steady surface Ce fraction: 0.3846
Steady Ce3+ share of Ce: 0.80
Partial yield Ce: 0.4615 atoms/ion
Partial yield O: 0.9231 atoms/ion
Total steady yield: 1.3846 atoms/ion
Random model, ejected O/Ce: 1.9995
Random model, surface O/Ce: 1.5984
Layer model, ejected O/Ce: 2.00000
Layer model, escape-weighted O/Ce: 1.60000
Layer model, top layer alone O/Ce: 1.5778
Lattice constant: 0.541 nm
Atomic density: 7.579e+22 cm^-3
Ion current density: 10.0 uA/cm2
Ion flux: 6.242e+13 cm^-2 s^-1
Erosion rate: 0.684 nm/min
Altered layer thickness: 1.50 nm
Altered layer content: 1.137e+16 atoms/cm2
Fluence constant: 8.745e+15 ions/cm2
Time constant: 140 s
Depth for 1% Ce deficit in deposit: 23.1 nm
Random model, deficit at that depth: 1.00 %
Electron information depth: 1.50 nm
Layer share of electron signal: 0.632
O/Ce seen by electrons: 1.734
Ce3+ share seen by electrons: 0.53
Bulk O/Ce inferred from it: 2.168
Slope of falling O yield: 0.50
Steady O yield with slope: 1.4153 atoms/ion
Surface O/Ce with slope: 1.696
Argon fraction in argon test: 0.0500
Surface O/Ce in argon test: 1.60000
Temperature: 300 K
Residual O2 pressure: 1.0e-09 Torr
O uptake at full sticking: 0.0115 atoms/ion
Surface O/Ce with uptake: 1.620
O uptake that hides reduction: 0.200 atoms/ion
O2 pressure that hides reduction: 1.74e-08 Torr
D at which D/v = layer thickness: 1.71e-16 cm2/s
Diffusion test, decay depth: 14.94 layers
Diffusion test, D/v: 14.44 layers
\end{verbatim}
